\section*{Luttinger Parameter and Sound Velocity of a One-Dimensional Electron Fluid}

\section{Definitions and conventions}

Consider $N$ fully spin-polarised electrons of mass $m$ on a ring of length $L$, with mean density $n=N/L$ and Hamiltonian
\begin{equation}
H_N=\sum_{j=1}^{N}\frac{p_j^2}{2m}+U,
\label{micro}
\end{equation}
where $U$ depends on the relative positions alone. I take $N$ odd, so that the ideal gas fills its momenta symmetrically about zero. Let $e(n)$ be the ground-state energy per length for $L\to\infty$. Define
\begin{equation}
\mu=\frac{de}{dn},\qquad k_F=\pi n,\qquad v_F=\frac{\hbar k_F}{m}=\frac{\pi\hbar n}{m}.
\end{equation}

Long waves are described by two fields. The field $\phi$ counts particles and $\theta$ is the phase of the electron field, which contains the factor $e^{i\theta}$:
\begin{equation}
\delta n=-\frac{\partial_x\phi}{\pi},\qquad
[\phi(x),\partial_{x'}\theta(x')]=i\pi\,\delta(x-x').
\label{fields}
\end{equation}
To second order in the gradients, with reflection symmetry excluding a product $\partial_x\phi\,\partial_x\theta$, the energy measured from $\mu N$ is
\begin{equation}
H=\frac{\hbar}{2\pi}\int dx\left[vK(\partial_x\theta)^2+\frac{v}{K}(\partial_x\phi)^2\right].
\label{LL}
\end{equation}
This defines the Luttinger parameter $K$ and the velocity $v$.

\section{The theorem}

\paragraph{Assumptions.} (i) The Hamiltonian has the form (\ref{micro}), with no lattice and no disorder. (ii) The interaction has an integrable tail at large distance, so that the Fourier transform of the tail stays finite as $q\to0$; a strictly finite range is not required, and a tail $1/x^2$ is allowed. (iii) The ground state is a fluid of zero total momentum with $d\mu/dn>0$, and (\ref{LL}) describes its long waves.

\paragraph{Theorem.} Under these assumptions
\begin{equation}
vK=v_F,\qquad \frac{v}{K}=\frac{1}{\pi\hbar}\frac{d\mu}{dn},
\label{main}
\end{equation}
and therefore
\begin{equation}
v^2=\frac{n}{m}\frac{d\mu}{dn},\qquad
K^2=\frac{\pi^2\hbar^2 n}{m\,d\mu/dn}.
\label{vk}
\end{equation}

\paragraph{Lemma 1 (boost).} Galilean invariance gives $vK=v_F$.

\emph{Proof.} Require the wave function to gain a phase $e^{i\alpha}$ when one electron is carried once round the ring. Write it as $B\Psi$, with $B=\exp(i\kappa\sum_jx_j)$, $\kappa=\alpha/L$ and $\Psi$ periodic. Since $B^\dagger p_jB=p_j+\hbar\kappa$ and $U$ commutes with $B$,
\begin{equation}
B^\dagger H_NB=H_N+\frac{\hbar\kappa}{m}P+\frac{N\hbar^2\kappa^2}{2m},
\qquad P=\sum_jp_j .
\end{equation}
The untwisted ground state has $P=0$. It remains an eigenstate, and its energy rises by
\begin{equation}
E(\alpha)-E(0)=\frac{N\hbar^2\alpha^2}{2mL^2},
\label{twist}
\end{equation}
whatever the interaction. In the long-wave theory, $B$ multiplies the electron field by $e^{i\kappa x}$, so $\partial_x\theta$ becomes $\partial_x\theta+\kappa$. The term linear in $\kappa$ has zero mean because the ground state carries no current. The rise per length is thus $\hbar vK\kappa^2/(2\pi)$. Equating the two expressions,
\begin{equation}
\frac{\hbar vK}{2\pi}\kappa^2=\frac{n\hbar^2\kappa^2}{2m}
\quad\Longrightarrow\quad vK=\frac{\pi\hbar n}{m}=v_F .
\end{equation}

\paragraph{Lemma 2 (compression).} Thermodynamics gives $v/K=(\pi\hbar)^{-1}d\mu/dn$.

\emph{Proof.} Change the density uniformly by $\delta$. Measured from $\mu N$, the energy per length changes by
\begin{equation}
e(n+\delta)-e(n)-\mu\delta=\frac12\frac{d\mu}{dn}\delta^2+O(\delta^3).
\end{equation}
By (\ref{fields}) this state has $\partial_x\phi=-\pi\delta$, and (\ref{LL}) assigns it the energy per length $(\hbar v/2\pi K)\pi^2\delta^2=\pi\hbar v\delta^2/(2K)$. Equating the coefficients of $\delta^2$ gives the claim.

\paragraph{Proof of the theorem.} The lemmas are (\ref{main}). Their product is $v^2=(\pi\hbar n/m)(\pi\hbar)^{-1}d\mu/dn$, and their quotient is $K^2=(\pi\hbar n/m)\,\pi\hbar/(d\mu/dn)$. These are (\ref{vk}).

\paragraph{Lemma 3 (what $v$ and $K$ measure).} The velocity $v$ is that of sound, and the static structure factor $S(q)=N^{-1}\langle|\sum_je^{-iqx_j}|^2\rangle$ obeys $S(q)=K|q|/(2\pi n)$ for small $q\neq0$.

\emph{Proof.} The commutator (\ref{fields}) and $\partial_tA=(i/\hbar)[H,A]$ give
\begin{equation}
\partial_t\phi=vK\,\partial_x\theta,\qquad
\partial_t\partial_x\theta=\frac{v}{K}\,\partial_x^2\phi .
\end{equation}
Differentiating the first in time and inserting the second yields $\partial_t^2\phi=v^2\partial_x^2\phi$.

The momentum conjugate to $\phi$ is $\Pi=\hbar\partial_x\theta/\pi$, in terms of which the first part of (\ref{LL}) is $\int dx\,\pi vK\Pi^2/(2\hbar)$. Each mode $\phi_q=L^{-1/2}\int dx\,e^{-iqx}\phi$ is therefore an oscillator of mass $M=\hbar/(\pi vK)$ and frequency $\omega=v|q|$. Its ground state has
\begin{equation}
\langle|\phi_q|^2\rangle=\frac{\hbar}{2M\omega}=\frac{\pi K}{2|q|}.
\end{equation}
The density amplitude is $-iq\sqrt L\,\phi_q/\pi$, so $S(q)=(L/N)(q^2/\pi^2)\,\pi K/(2|q|)=K|q|/(2\pi n)$.

\paragraph{Remark 1 (meaning).} The ideal gas has $d\mu/dn=\pi^2\hbar^2n/m$. Hence $K^2$ is the ratio of the ideal $d\mu/dn$ to the actual one. A fluid stiffer than the ideal gas has $K<1$ and $v>v_F$; a softer one has $K>1$ and $v<v_F$. If $d\mu/dn\to0$, then $v\to0$ and $K\to\infty$, and the uniform fluid reaches the edge of stability.

\paragraph{Remark 2 (unpolarised electrons).} With two spin states, set $\phi_\rho=(\phi_\uparrow+\phi_\downarrow)/\sqrt2$ and likewise $\theta_\rho$, and let (\ref{LL}) describe this charge mode. Then $\delta n=-\sqrt2\,\partial_x\phi_\rho/\pi$, and a boost shifts $\partial_x\theta_\rho$ by $\sqrt2\kappa$. The two comparisons become
\begin{align}
\frac{\hbar vK}{2\pi}\,2\kappa^2&=\frac{n\hbar^2\kappa^2}{2m}
&&\Longrightarrow\quad vK=\frac{\pi\hbar n}{2m},\\
\frac{\hbar v}{2\pi K}\,\frac{\pi^2\delta^2}{2}&=\frac12\frac{d\mu}{dn}\delta^2
&&\Longrightarrow\quad \frac vK=\frac{2}{\pi\hbar}\frac{d\mu}{dn}.
\end{align}
Here $k_F=\pi n/2$, so $vK=\hbar k_F/m$ as before. The ideal gas has $e=\pi^2\hbar^2n^3/(24m)$ and $d\mu/dn=\pi^2\hbar^2n/(4m)$. This gives $v/K=\pi\hbar n/(2m)=vK$, hence $K=1$.

\paragraph{Remark 3 (Coulomb tail).} Let the interaction have a slowly decaying part with Fourier transform $V_q$, and add its density term to (\ref{LL}). This replaces $v/K$ by $v/K+V_q/(\pi\hbar)$ and leaves $vK$ unchanged. The added term is the Hartree part only; exchange and correlation from the same interaction belong in the local $v/K$. In first order the exchange energy per length is $-(4\pi^2)^{-1}\int_0^{2k_F}(2k_F-k)V_k\,dk$, which adds $-V_{2k_F}$ to $d\mu/dn$. This does not grow as $q\to0$, but it need not be small: for the potential below with $d=1$ bohr and $n=0.1$ bohr$^{-1}$ it is $-1.48$ hartree\,bohr. For $V(x)=1/\sqrt{x^2+d^2}$ in Hartree atomic units,
\begin{equation}
V_q=2\int_0^\infty\frac{\cos qx}{\sqrt{x^2+d^2}}\,dx .
\end{equation}
The range $d\ll x\ll1/q$ contributes about $2\ln(1/qd)$, so $V_q$ diverges as $q\to0$. For $d=1$ bohr, quadrature gives $4.8541$ hartree\,bohr at $q=0.1$ bohr$^{-1}$ and $9.4425$ at $q=0.01$. The increase of $4.588$ is close to $2\ln10=4.605$. In this description $K$ depends on $q$ and tends to zero, so a tail whose $V_q$ diverges at $q\to0$ must be excluded, as assumption (ii) does. The energy of a Coulomb gas whose neutralising background follows every density change omits this cost, and must not be put into Lemma 2 as it stands.

\section{A parametrized energy}

Model the repulsion by one parameter: no two electrons may approach closer than an exclusion length $a$, and otherwise they do not interact. The wave function vanishes at separation $a$, and $na<1$.

\paragraph{Lemma 4.} With $L'=L-Na$ and $k_{\rm tot}=\sum_jk_j$, the energies are $\sum_j\hbar^2k_j^2/(2m)$, where
\begin{equation}
k_jL'+a\,k_{\rm tot}=2\pi I_j+\alpha
\label{quant}
\end{equation}
with distinct integers $I_j$ ($N$ odd). In the thermodynamic limit
\begin{equation}
e(n)=\frac{\pi^2\hbar^2n^3}{6m(1-na)^2}.
\label{energy}
\end{equation}

\emph{Proof.} Order the electrons, $x_1<\dots<x_N$, and set $y_j=x_j-(j-1)a$. The condition $x_{j+1}-x_j\geq a$ becomes $y_{j+1}\geq y_j$, and the wave function vanishes at equality. Since $\partial/\partial x_j=\partial/\partial y_j$, it is a free-fermion determinant $\det e^{ik_iy_j}$.

Now carry the first electron round the ring. The ordered positions become $x_2,\dots,x_N,x_1+L$. Their reduced values are $y_2+a,\dots,y_N+a$ and
\begin{equation}
x_1+L-(N-1)a=y_1+L'+a .
\end{equation}
The common shift $a$ gives the factor $e^{iak_{\rm tot}}$, and the shift $L'$ gives $e^{ik_iL'}$ to the orbital $i$ occupied by the carried electron. A cyclic permutation of an odd number of fermions is even and brings no sign. Every term of the determinant must gain $e^{i\alpha}$, which is (\ref{quant}).

For $\alpha=0$ the ground state has $I_j=-(N-1)/2,\dots,(N-1)/2$, so $k_{\rm tot}=0$. With $\sum_jI_j^2=N(N^2-1)/12$,
\begin{equation}
E_0=\frac{\hbar^2}{2m}\left(\frac{2\pi}{L'}\right)^2\frac{N(N^2-1)}{12}
=\frac{\pi^2\hbar^2N(N^2-1)}{6mL'^2}.
\end{equation}
Dividing by $L$ and using $L'=L(1-na)$ gives (\ref{energy}) for large $N$.

\paragraph{Corollary.} For this energy
\begin{equation}
K=(1-na)^2,\qquad v=\frac{v_F}{(1-na)^2}.
\label{rods}
\end{equation}

\emph{Proof.} The first derivative is
\begin{equation}
\mu=\frac{\pi^2\hbar^2}{6m}\left[\frac{3n^2}{(1-na)^2}+\frac{2an^3}{(1-na)^3}\right]
=\frac{\pi^2\hbar^2}{6m}\,\frac{3n^2-an^3}{(1-na)^3}.
\end{equation}
Differentiating again, the numerator over $(1-na)^4$ is
\begin{equation}
(6n-3an^2)(1-na)+3a(3n^2-an^3)=6n,
\end{equation}
because the terms in $an^2$ and in $a^2n^3$ cancel. Thus
\begin{equation}
\frac{d\mu}{dn}=\frac{\pi^2\hbar^2n}{m(1-na)^4},
\end{equation}
and (\ref{vk}) gives (\ref{rods}).

For $na\to0$ the ideal gas returns. For $na\to1$ no free length remains: $K\to0$ and $v$ diverges, which is a property of the rigid exclusion and not of Coulomb electrons.

\paragraph{Remark 4 (velocity from the spectrum).} Equation (\ref{quant}) gives $v$ without Lemmas 1 and 2. Raise the largest $I_j$ by one. Then $k_{\rm tot}=2\pi/L$, and the excitation energy is
\begin{equation}
\Delta E=\frac{\hbar^2}{2m}\left(\frac{2\pi}{L'}\right)^2
\left[N-\frac{2a}{L}+\frac{Na^2}{L^2}\right].
\end{equation}
For large $N$ the first term in the bracket dominates. Dividing by the momentum $2\pi\hbar/L$ leaves $\pi\hbar NL/(mL'^2)=v_F/(1-na)^2$, in agreement with (\ref{rods}).

\paragraph{Remark 5 (a lattice breaks Lemma 1).} Divide the ring into $M$ sites of spacing $h=L/M$, with hopping energy $t=\hbar^2/(2mh^2)$, and forbid separations of $r$ sites or fewer. The mapping of Lemma 4 still holds, with $M'=M-Nr$ reduced sites, but the energy of one particle is now $2t(1-\cos kh)$. In the ground state $k_jh=2\pi I_j/M'+\alpha/M$. For small $\alpha$ the twist energy is (\ref{twist}) multiplied by
\begin{equation}
R=\frac1N\sum_j\cos\frac{2\pi I_j}{M'} .
\end{equation}
This factor depends on $r$, so the interaction now changes $vK$.

Direct diagonalization for $N=3$ and $\alpha=0.6$ shows the effect. With $M=15$, $R$ is $0.942$ for $r=0$ and $0.844$ for $r=2$. With $M=45$ and $r=6$, which is the same $na=0.4$, it is $0.982$. The deficit falls from $0.156$ to $0.018$, nearly as $h^2$, and Galilean invariance returns in the continuum.

\section{Numerical values}

Take Hartree atomic units ($\hbar=m=1$) and the round parameters $n=0.1$ bohr$^{-1}$, $a=4$ bohr, so $na=0.4$. Then
\begin{align}
e&=\frac{\pi^2(0.1)^3}{6(0.6)^2}=0.004569\ \text{hartree/bohr},\\
\frac{d\mu}{dn}&=\frac{\pi^2(0.1)}{(0.6)^4}=7.6154\ \text{hartree\,bohr}.
\end{align}
The two relations of the theorem give $vK=0.1\pi=0.31416$ and $v/K=7.6154/\pi=2.4241$ atomic units of velocity. Hence
\begin{align}
K&=\sqrt{0.31416/2.4241}=0.3600,\\
v&=\sqrt{0.31416\times2.4241}=0.8727 .
\end{align}
In ordinary units $v=1909$ km/s, against $v_F=687$ km/s. The excitation of Remark 4, evaluated for $N=2001$, gives the same $0.8727$.

At fixed $a=4$ bohr the density dependence is as follows.
\begin{center}
\begin{tabular}{cccc}
$n$ (bohr$^{-1}$) & $K$ & $v$ (a.u.) & $v/v_F$\\
0.02 & 0.846 & 0.074 & 1.18\\
0.05 & 0.640 & 0.245 & 1.56\\
0.10 & 0.360 & 0.873 & 2.78\\
0.15 & 0.160 & 2.945 & 6.25
\end{tabular}
\end{center}
The last column is $1/K$, as $vK=v_F$ requires. By (\ref{rods}), $v/v_F$ is the square of the ratio of the spacing $1/n$ to the free length per electron, $1/n-a$. This ratio rises with $n$, because both lengths lose the same amount and the free length is the shorter. The fall of $K$ with density is a property of the rigid exclusion, and the velocities use the bare electron mass; the table describes no particular wire. For a soft repulsion with bounded $V_q$, such as a Coulomb force screened by a gate, first order gives $K^{-2}=1+m(V_0-V_{2k_F})/(\pi^2\hbar^2n)$, so $K$ rises towards 1 at high density, opposite to the table.

\paragraph{Remark 6 ($K$ from the wave function).} Lemma 3 allows $K$ to be read from the ground state itself. Put one electron at the origin and let $s_l$ be the reduced position of the $l$-th electron after it. With $q=2\pi/L$ and $z=e^{iqa}$,
\begin{equation}
S(q)=1+\sum_{l=1}^{N-1}\left\langle e^{iqs_l}z^l\right\rangle .
\end{equation}
Let $G(s)$ be the mean of $z$ raised to the number of other electrons in $(0,s)$. Passing $s_l$ changes $z^{l-1}$ to $z^l$, so the sum equals $\frac{z}{z-1}\int_0^{L'}e^{iqs}G'(s)\,ds$. Integrate by parts with $G(0)=1$, $G(L')=z^{N-1}$ and $e^{iqL'}z^N=e^{iqL}=1$. The boundary terms give $-1$, and
\begin{equation}
S(q)=-\frac{iqz}{z-1}\int_0^{L'}e^{iqs}G(s)\,ds .
\end{equation}
The other $N-1$ electrons fill the combinations of the $N$ plane waves that vanish at the origin. Hence $G(s)=\det[1+(z-1)A(s)]$, where $A(s)$ holds the overlaps of these orthonormal orbitals on $(0,s)$.

Two of the sizes used below are even. There the $N$ consecutive plane waves cannot lie symmetrically about zero, but they are still spaced by $2\pi/L'$. A common shift of all $k_j$ multiplies the determinant by a phase only, so $|\Psi|^2$ and the formula for $G$ keep their form.

Numerical integration gives $2\pi nS(q)/q=0.36579$, $0.36000$ and $0.35997$ for $N=5$, $20$ and $60$. The differences from $0.36$ are $5.8\times10^{-3}$, $2.6\times10^{-6}$ and $-3.4\times10^{-5}$. The values pass through $0.36$: the difference changes sign between $N=20$ and $N=60$, and it is larger in size at $N=60$ than at $N=20$. The very close agreement at $N=20$ is an accident of lying near this sign change and does not measure the convergence.

Numbers in the example were calculated in double precision.
